# Cutoff ellipsoid and restart energy after a 5 percent tetragonal strain: a numerical check

```python
"""
Result under test: a plane-wave set chosen with cutoff Ec in a cubic cell and
kept at fixed Miller indices while the cell is stretched by (la, la, lc) has the
direction-dependent cutoff
    Eeff(theta) = Ec / (la^2 sin^2 theta + lc^2 cos^2 theta),
theta being measured from the c axis.  Restarting with a fresh sphere of cutoff
Ec changes the energy by dE = E_sphere - E_set, estimated by
    E_set ~ integral_0^1 dmu E_sphere(Eeff(mu)),   mu = cos theta,
and to first order by dE ~ (2/3) tr(strain) Ec dE/dEc.
Model: one spin-polarised electron per cell in a lattice of rigid Gaussian wells
-V0 exp(-r^2/(2 s^2)).  Hartree atomic units are used throughout.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.sparse.linalg import LinearOperator, eigsh

V0, WIDTH, A0, EC, STRETCH = 3.0, 1.0, 10.0, 10.0, 1.05
EC_HIGH = 2.5 * EC
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
HARTREE_J = const.physical_constants["Hartree energy"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
GPA = HARTREE_J / BOHR_M**3 / 1e9

# Shifted 4x4x4 mesh, reduced by the mirror planes and the x-y exchange.
K_POINTS = [(kx, ky, kz, 1.0 if kx == ky else 2.0)
            for kx, ky, kz in itertools.product((0.125, 0.375), repeat=3)
            if kx <= ky]


def lowest_state(cell, cutoff, selection_cell, k_frac):
    """Lowest band energy and basis size at one k point.

    The Miller set is selected by the cutoff in selection_cell, while the
    Hamiltonian is that of cell.
    """
    top = int(np.sqrt(2 * cutoff) * max(selection_cell) / (2 * np.pi)) + 2
    n = np.arange(-top, top + 1)

    def kinetic(lengths):
        t = [0.5 * (2 * np.pi * (n + k) / length)**2
             for k, length in zip(k_frac, lengths)]
        return t[0][:, None, None] + t[1][None, :, None] + t[2][None, None, :]

    keep = kinetic(selection_cell) <= cutoff
    t_keep = kinetic(cell)[keep]
    diff = n[:, None] - n[None, :]
    mx, my, mz = [np.sqrt(2 * np.pi) * WIDTH / length
                  * np.exp(-0.5 * (WIDTH * 2 * np.pi * diff / length)**2)
                  for length in cell]
    box = np.zeros(keep.shape)

    def apply_h(vector):
        vector = np.asarray(vector).ravel()
        box[keep] = vector
        y = (mx @ box.reshape(len(n), -1)).reshape(box.shape)
        y = np.matmul(np.matmul(my, y), mz)
        return t_keep * vector - V0 * y[keep]

    size = len(t_keep)
    h = LinearOperator((size, size), matvec=apply_h, dtype=float)
    value = eigsh(h, k=1, which="SA", v0=np.exp(-t_keep), ncv=30,
                  tol=1e-9, return_eigenvectors=False)[0]
    return value, size


def energy(cell, cutoff, selection_cell=None):
    """k-averaged band energy and mean number of plane waves."""
    chosen = cell if selection_cell is None else selection_cell
    data = np.array([lowest_state(cell, cutoff, chosen, k[:3])
                     for k in K_POINTS])
    weights = np.array([k[3] for k in K_POINTS])
    return weights @ data / weights.sum()


def effective_cutoff(mu, la, lc):
    return EC / (la**2 * (1 - mu**2) + lc**2 * mu**2)


cubic = np.array([A0, A0, A0])
e_ref, n_ref = energy(cubic, EC)
e_ref_high, _ = energy(cubic, EC_HIGH)

# Independent road to the converged energy: radial equation of a single well.
step = 0.005
r = step * np.arange(1, 3000)
e_radial = eigh_tridiagonal(1 / step**2 - V0 * np.exp(-r**2 / (2 * WIDTH**2)),
                            np.full(len(r) - 1, -0.5 / step**2),
                            select="i", select_range=(0, 0),
                            eigvals_only=True)[0]
assert abs(e_radial - e_ref_high) < 2e-4

print("INPUT")
print(f"well depth V0 = {V0:.1f} hartree, width s = {WIDTH:.1f} bohr")
print(f"cubic cell edge a = {A0:.1f} bohr, cutoff Ec = {EC:.1f} hartree")
print(f"high cutoff used as converged = {EC_HIGH:.1f} hartree")
print("UNSTRAINED CELL")
print(f"mean number of plane waves = {n_ref:.1f}")
print(f"energy at Ec = {e_ref:.6f} hartree")
print(f"energy at high cutoff = {e_ref_high:.6f} hartree")
print(f"isolated well, radial grid = {e_radial:.6f} hartree")
print(f"truncation error at Ec = {1e3 * (e_ref - e_ref_high):.4f} mhartree")

# Wave vectors of a fine 9x9x9 k mesh, selected once in the cubic cell.
fine = np.arange(-65, 66) / 9
grid = np.stack(np.meshgrid(fine, fine, fine, indexing="ij"), axis=-1)
grid = grid.reshape(-1, 3)
index_norm2 = np.sum(grid**2, axis=1)
inside = (0.5 * (2 * np.pi / A0)**2 * index_norm2 <= EC) & (index_norm2 > 0)
grid = grid[inside]

nodes, node_weights = np.polynomial.legendre.leggauss(6)
nodes, node_weights = 0.5 * (nodes + 1), 0.5 * node_weights

restart = {}
cases = (("A: c stretched, a fixed", 1.0),
         ("B: c stretched, volume fixed", STRETCH**-0.5))
for name, la in cases:
    scale = np.array([la, la, STRETCH])
    cell = A0 * scale
    print(f"CASE {name}")
    print(f"stretch factors: a {la:.5f}, c {STRETCH:.5f}")

    # Directional cutoffs read off the explicit list of strained vectors.
    q = 2 * np.pi * grid / cell
    t = 0.5 * np.sum(q**2, axis=1)
    angle = np.degrees(np.arccos(np.minimum(1, abs(q[:, 2]) / np.sqrt(2 * t))))
    for theta in (0, 45, 90):
        formula = effective_cutoff(np.cos(np.radians(theta)), la, STRETCH)
        found = t[abs(angle - theta) < 5].max()
        assert abs(found / formula - 1) < 0.02  # finite cone and mesh
        print(f"Eeff at {theta} deg: formula {formula:.4f}, "
              f"from vector list {found:.4f} hartree")

    e_set, n_set = energy(cell, EC, cubic)
    e_sphere, n_sphere = energy(cell, EC)
    e_high, _ = energy(cell, EC_HIGH)
    error = e_sphere - e_high
    direct = e_sphere - e_set
    sphere_curve = [energy(cell, effective_cutoff(mu, la, STRETCH))[0]
                    for mu in nodes]
    averaged = e_sphere - node_weights @ np.array(sphere_curve)
    # The allowance covers lattice discreteness and coupling of directions.
    assert abs(averaged - direct) < 0.05 * error
    assert direct < 0
    assert abs(n_sphere / n_set / np.prod(scale) - 1) < 0.01
    restart[name[0]] = direct

    print(f"plane waves: fixed set {n_set:.1f}, fresh sphere {n_sphere:.1f}")
    print(f"energy, fixed set = {e_set:.6f} hartree")
    print(f"energy, fresh sphere = {e_sphere:.6f} hartree")
    print(f"energy, high cutoff = {e_high:.6f} hartree")
    print(f"error of fixed set = {1e3 * (e_set - e_high):.4f} mhartree")
    print(f"error of fresh sphere = {1e3 * error:.4f} mhartree")
    print(f"strain energy, fixed set = {1e3 * (e_set - e_ref):.4f} mhartree")
    print(f"strain energy, fixed Ec = {1e3 * (e_sphere - e_ref):.4f} mhartree")
    print("strain energy, high cutoff = "
          f"{1e3 * (e_high - e_ref_high):.4f} mhartree")
    print(f"restart change, direct = {1e3 * direct:.4f} mhartree")
    print(f"restart change, direct = {1e3 * HARTREE_EV * direct:.3f} meV")
    print(f"restart change, angular average = {1e3 * averaged:.4f} mhartree")

assert abs(restart["B"]) < 0.5 * abs(restart["A"])

# Linear Pulay estimate, using only data of the unstrained cell.
error_low = energy(cubic, 0.9 * EC)[0] - e_ref_high
error_up = energy(cubic, 1.1 * EC)[0] - e_ref_high
slope = -(e_ref - e_ref_high) * np.log(error_low / error_up) / (0.2 * EC)
linear = 2 / 3 * (STRETCH - 1) * EC * slope
# A 5 percent strain leaves visible higher-order terms in an exponential tail.
assert abs(linear / restart["A"] - 1) < 0.35
pulay_pressure = 2 / 3 * EC * slope / A0**3

# Remedy: a larger starting sphere whose strained image contains the Ec sphere.
cell_a = np.array([A0, A0, A0 * STRETCH])
e_raised, n_raised = energy(cell_a, STRETCH**2 * EC, cubic)
e_fresh, _ = energy(cell_a, EC)
assert e_raised <= e_fresh + 1e-9

print("PULAY ESTIMATE AND REMEDY, CASE A")
print(f"dE/dEc in the cubic cell = {1e3 * slope:.5f} mhartree per hartree")
print(f"restart change, linear estimate = {1e3 * linear:.4f} mhartree")
print(f"linear estimate / direct = {linear / restart['A']:.3f}")
print(f"Pulay pressure = {pulay_pressure * GPA:.5f} GPa")
print(f"raised starting cutoff = {STRETCH**2 * EC:.4f} hartree")
print(f"plane waves in raised set = {n_raised:.1f}")
print(f"energy, raised fixed set = {e_raised:.6f} hartree")
print("every check passed")
```

Running it gives:

```
INPUT
well depth V0 = 3.0 hartree, width s = 1.0 bohr
cubic cell edge a = 10.0 bohr, cutoff Ec = 10.0 hartree
high cutoff used as converged = 25.0 hartree
UNSTRAINED CELL
mean number of plane waves = 1505.4
energy at Ec = -0.905183 hartree
energy at high cutoff = -0.905410 hartree
isolated well, radial grid = -0.905415 hartree
truncation error at Ec = 0.2271 mhartree
CASE A: c stretched, a fixed
stretch factors: a 1.00000, c 1.05000
Eeff at 0 deg: formula 9.0703, from vector list 9.0659 hartree
Eeff at 45 deg: formula 9.5125, from vector list 9.5701 hartree
Eeff at 90 deg: formula 10.0000, from vector list 9.9943 hartree
plane waves: fixed set 1505.4, fresh sphere 1585.1
energy, fixed set = -0.905112 hartree
energy, fresh sphere = -0.905186 hartree
energy, high cutoff = -0.905410 hartree
error of fixed set = 0.2978 mhartree
error of fresh sphere = 0.2240 mhartree
strain energy, fixed set = 0.0706 mhartree
strain energy, fixed Ec = -0.0031 mhartree
strain energy, high cutoff = 0.0000 mhartree
restart change, direct = -0.0738 mhartree
restart change, direct = -2.008 meV
restart change, angular average = -0.0696 mhartree
CASE B: c stretched, volume fixed
stretch factors: a 0.97590, c 1.05000
Eeff at 0 deg: formula 9.0703, from vector list 9.0665 hartree
Eeff at 45 deg: formula 9.7329, from vector list 9.8443 hartree
Eeff at 90 deg: formula 10.5000, from vector list 10.4932 hartree
plane waves: fixed set 1505.4, fresh sphere 1511.8
energy, fixed set = -0.905168 hartree
energy, fresh sphere = -0.905188 hartree
energy, high cutoff = -0.905410 hartree
error of fixed set = 0.2422 mhartree
error of fresh sphere = 0.2224 mhartree
strain energy, fixed set = 0.0150 mhartree
strain energy, fixed Ec = -0.0047 mhartree
strain energy, high cutoff = -0.0000 mhartree
restart change, direct = -0.0198 mhartree
restart change, direct = -0.538 meV
restart change, angular average = -0.0153 mhartree
PULAY ESTIMATE AND REMEDY, CASE A
dE/dEc in the cubic cell = -0.17263 mhartree per hartree
restart change, linear estimate = -0.0575 mhartree
linear estimate / direct = 0.780
Pulay pressure = -0.03386 GPa
raised starting cutoff = 11.0250 hartree
plane waves in raised set = 1750.8
energy, raised fixed set = -0.905273 hartree
every check passed
```
